Gradient and preconditioner for the pseudo-Hamiltonian in direct minimization for metals, part 2

With orthonormal orbitals φ_i fixed, the free energy A of a metal is minimized over a Hermitian n×n matrix η with eigenvalues ε_i. Atomic units are used in the algebra; spin factor g = 2; ′ means d/dx. The density matrix per spin, P, has the eigenvectors of η and eigenvalues f_i = f(x_i), x_i = (ε_i − μ)/σ; σ is the width, and N electrons fix μ:

g tr P = g Σ_i f(x_i) = N.  (2)

The mean-field energy E defines the Kohn–Sham matrix H by dE = g tr(H dP); R = H − η. A = E − σ g Σ_i s(x_i), where

s′(x) = x f′(x),  s(±∞) = 0.  (5)

With ⟨B, D⟩ = tr(BD), the gradient G obeys

dA = ⟨G, dη⟩ = Σ_ij G_ji dη_ij.  (6)

In the eigenbasis of η, (LD)_ij = L_ij D_ij, L_ij = (f_i − f_j)/(ε_i − ε_j), or f′(x_i)/σ if ε_i = ε_j. For Fermi–Dirac f = 1/(1 + eˣ), with t = (x_i − x_j)/2, |L_ij| ≤ 1/4σ and

L_ij = −(1/4σ)(sinh t/t)/(cosh(x_i/2) cosh(x_j/2)).  (11)

At fixed N, dP = χ dη with χD = L(D − c(D) I), c(D) = Σ_k L_kk D_kk / Σ_k L_kk; χ is symmetric, χI = 0, and

⟨D, χD⟩ = Σ_ij L_ij |D_ij − c(D) δ_ij|².  (16)

The gradient is

G = g χR = g L(R − cI),  c = c(R) = Σ_k f′(x_k)(H_kk − ε_k) / Σ_k f′(x_k).  (18)

For f′ < 0, the preconditioner −(gL)⁻¹ gives the descent direction

−[−(gL)⁻¹ G] = R − cI.  (19)

A ignores multiples of I, so R, steepest descent in the metric −gχ, serves equally, with slope

dA(η + κR)/dκ at κ = 0 = g⟨R, χR⟩ = g Σ_ij L_ij |R_ij − cδ_ij|² ≤ 0.  (20)

Without interaction (H = h fixed), Fermi–Dirac occupation gives

A(η) − A(h) = g σ S_rel,  (22)

with relative entropy S_rel ≥ 0, zero only for equal P. The program's model checks use a 5×5 η.

Q: Real electrons interact. What is left of the Newton property?

A: Let δH = K δP define the kernel K. It is symmetric because gK is the second derivative of E. For the local density approximation with real orbitals, ρ = g Σ P_kl φ_k φ_l and

(K δP)_ij = g Σ_kl [(ij|kl) + ∫ φ_i φ_j f_xc φ_k φ_l d³r] δP_kl,

with (ij|kl) the Coulomb integrals and f_xc the second density derivative of the exchange–correlation energy density. Take a stationary point η*, where R = cI, and move by δη. Then R = cI + δR with δR = Kχ δη − δη to first order. Because χ(η)I = 0 at every η, G = g χ(η* + δη)[δR] exactly, and the change of χ multiplies a small quantity. The Hessian is

𝓗 = g(−χ + χKχ) = −gχ(1 − Kχ).  (23)

The preconditioner removes the factor −gχ and leaves 1 − Kχ, the dielectric operator of self-consistent-field theory in this orbital space. The same operator governs the fixed-step iteration

η ← η + κ(H − η),  (24)

whose fixed point is the stationary point with c = 0. Linearized, δη ← δη − κ(1 − Kχ) δη. Iteration (24) is linear mixing of the Hamiltonian matrix. The preconditioned gradient step of the minimization and the simplest self-consistency step are the same operation; what the minimization adds is the function A with its exact slope (20), which can choose κ.

Q: Kχ is a product of two symmetric maps and is not symmetric. Are its eigenvalues even real, and when does (24) converge?

A: For f′ < 0 let M = (−χ)^{1/2}, symmetric and positive semidefinite with MI = 0, so that 1 − Kχ = 1 + KM². Apply M to the linearized iteration and put y = M δη:

y ← y − κ(1 + MKM) y.

The map 1 + MKM is symmetric, so its eigenvalues λ are real and its eigenvectors orthogonal. The products (KM)M and M(KM) of square maps have the same characteristic polynomial, so the λ are also the eigenvalues of 1 − Kχ. Explicitly, if (1 + MKM)w = λw, then v = KMw obeys (1 + KM²)v = KM(1 + MKM)w = λv. The Hessian is 𝓗 = g(M² + M²KM²) = gM(1 + MKM)M, so the stationary point has a positive Hessian, apart from the shift, exactly when all λ > 0. The unit matrix has λ = 1, so on the full space λ_min ≤ 1 ≤ λ_max.

Each component of y is multiplied by 1 − κλ per step. All decay if and only if |1 − κλ| < 1 for every λ, which for λ_min > 0 reads

0 < κ < 2/λ_max.  (25)

The part of δη that M does not see also decays: δη ← (1 − κ)δη − κKMy, with y decaying geometrically and |1 − κ| < 1 because 2/λ_max ≤ 2. The slowest factor is max(|1 − κλ_min|, |1 − κλ_max|). The first term falls and the second rises with κ in the relevant range, so the maximum is least where 1 − κλ_min = κλ_max − 1:

κ_best = 2/(λ_min + λ_max),  rate = (λ_max − λ_min)/(λ_max + λ_min).  (26)

These are statements to linear order about the fixed point. They show the limit of the preconditioner: it cures the spread of L and does nothing about K. In a uniform electron gas with the Hartree kernel alone, a slowly varying potential δv acts as a local shift of μ, so δρ = −𝒟 δv with 𝒟 the density of states at the Fermi level per volume, the kernel is 4π/q², and λ(q) = 1 + 4π𝒟/q². The smallest q of a cell of length ℓ is 2π/ℓ, so λ_max grows as ℓ². That is charge sloshing, and it needs a preconditioner for K, such as Kerker's.

Q: You assumed f′ < 0 from (19) onward. What fails without it?

A: The gradient (18) survives, and the descent property can fail. First-order Methfessel–Paxton smearing has

f = erfc(x)/2 − x exp(−x²)/(2√π),  s = (1 − 2x²) exp(−x²)/(4√π).

Differentiating, f′ = −exp(−x²)/√π − (1 − 2x²) exp(−x²)/(2√π) = −(3/2 − x²) exp(−x²)/√π, and s′ = [−4x − 2x(1 − 2x²)] exp(−x²)/(4√π) = −x(3/2 − x²) exp(−x²)/√π = x f′, so (5) holds. But f′ > 0 for x² > 3/2, so a level in that range has L_kk > 0, L can be indefinite, some L_ij can vanish, and μ is guaranteed unique only locally. Take four non-interacting levels η/σ = diag(−1.8, −0.2, 0.2, 1.8) at half filling, tr P = 2, and R/σ = diag(−0.5, 0, 0, 0.5). Since f(x) + f(−x) = 1, μ = 0 solves (2); since f′ is even and R is odd under reflection of the levels, c = 0. Equation (20) gives the slope g·2·(0.5)² f′(1.8) σ = f′(1.8) σ. For Methfessel–Paxton, f′(1.8) = (3.24 − 1.5) exp(−3.24)/√π, and the finite-difference slope is +0.03845 σ: the direction H − η goes uphill. For Fermi–Dirac the same levels give −0.12173 σ. The program tests both values against the formula, and their signs.

Q: With Fermi–Dirac occupation and no interaction, (22) gives one minimum. Is A then convex in η?

A: No. Take two levels, η = diag(−y, y), h = diag(−d, d), tr P = 1. Again μ = 0 and c = 0, with R = diag(y − d, d − y) and L_11 = L_22 = −p, where p = 1/(4σ cosh²(y/2σ)). With dη/dy = diag(−1, 1),

dA/dy = −G_11 + G_22 = −g p[−(y − d) + (d − y)] = 2g p (y − d).

Since dp/dy = −(p/σ) tanh(y/2σ),

d²A/dy² = 2g p [1 − (y − d) tanh(y/2σ)/σ].

This is negative once (y − d) tanh(y/2σ) > σ. For d = σ and y = 4σ the bracket is 1 − 3 tanh 2, and the program's second finite difference gives σ d²A/dy² = −0.13368, tested against the formula. The negative term comes from the change of χ acting on a residual that is not a multiple of I, the term that vanished in (23). As y grows the occupations saturate and A flattens into a plateau on which the gradient dies exponentially. A Newton step with the true second derivative would point away from the minimum there. The direction R moves y to y + κ(d − y) and reaches d at κ = 1. Far from a stationary point the metric −gχ need not resemble the Hessian in η; in this example the two differ even in sign.

Q: Show it on a real system, with the numbers.

A: Take Li₄ as a planar rhombus with diagonals 2.70 and 5.40 Å, side 3.02 Å, a chosen and not optimized geometry. The level of theory is spin-restricted LDA (Slater exchange, VWN5 correlation) in the STO-3G basis, orthonormalized by the Löwdin transformation, so n = 20 and N = 12, on an integration grid of 9648 points, with Fermi–Dirac σ = 0.30 eV, which is k_B times 3481 K. The digits below serve to check derivatives of this discretized functional and are not predictions for the cluster. At the minimum, a finer grid (50 radial and 194 angular points per atom) moves A by 0.001 eV, μ by 0.0002 eV, f_7 by 7×10⁻⁵ and λ_max by 2×10⁻⁴. The 6-31G basis lowers A by 12.2 eV and μ by 0.94 eV, changes f_6 and f_7 from 0.770 and 0.161 to 0.739 and 0.168, and moves the range of the eigenvalues λ given below from 0.937–3.769 to 0.859–3.619. The program tests its E and H against the routines of pyscf on the same grid. The start η₀ is the Kohn–Sham matrix of a superposed-atom guess density, which after projection on this basis holds 11.87 electrons rather than 12; the P built from η₀ has N = 12 by (2). There A = −789.355 eV, μ = −3.1517 eV and c = 2.46919 eV.

Level 6 has ε = −3.6271 eV and f = 0.82984. Then

L_66 = −f(1 − f)/σ = −0.82984 × 0.17016/0.30 eV = −0.4707 eV⁻¹,

R_66 − c = 2.64455 − 2.46919 = 0.17536 eV,

G_66 = 2 × (−0.47070) × 0.17536 = −0.1651.

The finite difference of A gives −0.165087. For level 7, L_77 = −0.28841 eV⁻¹ and R_77 − c = 2.12957 − 2.46919 = −0.33962 eV, so G_77 = 2 × (−0.28841) × (−0.33962) = +0.1959, against a finite difference of 0.195896. Without c the two elements would be −2.4896 and −1.2284: the first about fifteen times too large, the second of the wrong sign. The true gradient asks level 6 to rise and level 7 to fall relative to μ, moving occupation from 6 to 7, and at the minimum f_6 = 0.770 and f_7 = 0.161, against 0.830 and 0.096 at the start.

The value of c can be checked roughly from levels 5 to 9. Their L_kk add to −0.98434 eV⁻¹, which is 98 % of the full sum −1.00571 eV⁻¹, and their g L_kk R_kk add to −4.88148, so their weighted mean is (4.88148/2)/0.98434 = 2.480 eV. The other levels bring it to 2.469 eV. All five R_kk lie between 1.8 and 3.7 eV: the diagonal of H sits well above the levels of η₀, and most of that offset is a common shift to which A is blind.

The largest off-diagonal element among levels 5 to 12 couples levels 5 and 9:

L_59 = (0.99833 − 0.00844)/(−5.0688 + 1.7217) eV⁻¹ = −0.29575 eV⁻¹,

G_59 = 2 × (−0.29575) × 0.98406 = −0.5821,

with H_59 = 0.98406 eV, whose sign depends on the phases of the eigenvectors. Half the finite difference along a real symmetric change, as the convention (6) requires, is −0.582065. These gradient elements are tested to 10⁻⁶ absolute. The slope (20) along H − η₀ is −2.5973 eV per unit κ, also tested against a finite difference. Leaving out c would add g c² Σ L_kk = 2 × 2.46919² × (−1.00571) = −12.26 eV and give −14.86 eV.

Q: And at the minimum?

A: There E = −789.282 eV and the entropy term σ g Σ s is 0.842 eV, so A = −790.125 eV, or −29.0366 hartree, with μ = −1.7088 eV. Levels 6 and 7 lie at −2.0709 and −1.2130 eV with f = 0.76981 and 0.16078. The largest |L_ij| is 0.7099 eV⁻¹, below the bound 1/4σ = 0.833 eV⁻¹, and it matches the off-diagonal pair that straddles μ: (0.76981 − 0.16078)/(2.0709 − 1.2130) eV⁻¹ = 0.710 eV⁻¹, whereas |L_66| = 0.76981 × 0.23019/0.30 eV = 0.591 eV⁻¹. The smallest is 3.8×10⁻⁶⁵ eV⁻¹ and matches the lowest core level: x_1 = (−46.567 + 1.7088)/0.30 = −149.5, and for such x, |f′|/σ ≈ eˣ/σ ≈ 4×10⁻⁶⁵ eV⁻¹.

On real symmetric δη the spectrum of 1 − Kχ runs from λ_min = 0.937 to λ_max = 3.769. A range of 64 decades in L has been replaced by a ratio of about 4. Since λ_min > 0, the point is a local minimum within spin-restricted real variations; spin polarization was not examined. Imaginary antisymmetric δη give δP of the same type, hence δρ = 0 with real orbitals, K δP = 0 in LDA and λ = 1, so they change neither end of the spectrum. That λ_min lies below 1 requires a negative direction of MKM. The Coulomb part of K is positive semidefinite, so the exchange–correlation kernel is the cause.

For the eigenvector v of λ_max, normalized to ⟨v, v⟩ = 1, (23) gives ⟨v, 𝓗v⟩ = λ_max(−g⟨v, χv⟩). The curvature is 0.29442 eV⁻¹ by (23) and by a second finite difference of A, and 0.07811 eV⁻¹ without K; the ratio 0.29442/0.07811 is 3.769. This curvature is far below the largest eigenvalue of 𝓗, 2.6378 eV⁻¹, which is no contradiction, since v is an eigenvector of the preconditioned operator and not of 𝓗. The program tests (23) and δH = Kχ δη along v and along two random directions among levels 5 to 12.

Q: Does the threshold (25) hold for the real, nonlinear iteration? It says the unit step diverges here.

A: It gives 2/3.7691 = 0.5306, so by (25) κ = 1 is unstable for this cluster at this σ, with factor 1 − 3.769 = −2.77 per step on the stiff mode. The program starts (24) from a small random displacement of the converged η and runs 100 steps on either side. At κ = 1.05 × 2/λ_max the stiff factor is 1 − 2.1 = −1.1 and the error grows by 6.0×10². Since 1.1¹⁰⁰ = 1.4×10⁴, this would correspond to a stiff component of about 0.04 of the starting displacement. At κ = 0.95 × 2/λ_max the factor is −0.9 and the error ratio is 8.25×10⁻⁵. The tests are that the first ratio exceeds 10 and the second is below 10⁻².

The second ratio is larger than linear theory predicts: 0.9¹⁰⁰ × 0.04 is about 10⁻⁶. The error is measured from a reference η that was converged only until its residual fell below 10⁻⁴ of the size of the starting displacement, so a floor of that order in the ratio is expected. Converging the reference to rounding level moves it by 8.25×10⁻⁵ of the starting displacement, so the second ratio is this floor and not the decay of the stiff mode; the printed program does not test this.

Q: Finally, is the preconditioner worth having in practice, or only in the condition number?

A: Both iterations were run for 60 steps from η₀, where A − A_min = 0.769 eV and ‖R − cI‖ = 4.91 eV in the norm of ⟨·,·⟩. From (26), κ_best = 2/(0.9373 + 3.7691) = 0.4250 with rate (3.7691 − 0.9373)/(3.7691 + 0.9373) = 0.6017. Sixty such steps leave ‖R − cI‖ = 2×10⁻¹³ eV. This is the rounding floor of the residual in double precision, so it shows convergence but does not measure the rate, which the program does not test. The start η₀ also has the full symmetry of the rhombus, which the iteration keeps up to rounding, while the eigenvectors of λ_min and λ_max are odd under a mirror plane. This run therefore sees only the totally symmetric modes, with λ from 0.957 to 2.523 and slowest factor 0.593 at κ_best; the rate 0.6017 applies to a general start. The remaining |A − A_min| of 1×10⁻¹³ eV is the rounding level of a double-precision number of size 790 eV and says only that the energy is converged beyond resolution.

Raw steps η ← η − G/(2.6378 eV⁻¹), with the length set by the largest Hessian eigenvalue at the minimum, leave A − A_min = 7.6×10⁻³ eV and ‖R − cI‖ = 1.42 eV. The energy error fell by a factor of about 100 and the residual by only 3.5. The program tests that the raw energy error exceeds the preconditioned one by at least two orders of magnitude through separate bounds on the two. Equation (23), which holds only near the minimum, suggests a reason if K is neglected: an off-diagonal element of δη then shrinks by 1 − g|L_ij|/(2.6378 eV⁻¹) per step. For the core–valence pair (1, 9), with f_1 = 1 to all digits, |L| = (1 − 0.02581)/(46.567 − 0.6195) eV⁻¹ = 0.0212 eV⁻¹, the factor is 1 − 0.0161, and 60 steps leave 0.38 of the error. For two core levels at the depth of level 1 the factor differs from 1 by a number of order 10⁻⁶⁵, and the element does not move, though by (16) its weight in A is just as small. Core levels are not the only source of small factors: by (11), |L_ij| is also exponentially small for two empty levels well above μ, diagonal elements included, and with four core levels among twenty such elements outnumber the core–core ones. Which elements make up the remaining 1.42 eV is not analysed by the program; that they are mainly those of small |L_ij| is a conjecture drawn from this estimate.

Values computed for the example and the checks

```
model fermi: max|G-G_fd| = 1.4e-11, without c term 0.534
model gauss: max|G-G_fd| = 1.8e-11, without c term 1.043
model mp1: max|G-G_fd| = 2.1e-11, without c term 1.646
model free: A(eta)-A(h) = 2.951707, g*sig*S_rel = 2.951707 (sig = 0.5)
four levels eta/sig = [-1.8 -0.2  0.2  1.8]  R/sig = [-0.5  0.   0.   0.5]
  slope along H-eta (units of sig): fermi -0.12173, mp1 0.03845
two levels d/sig = 1.0, y/sig = 4.0: sig*A'' = -0.13368
Li4 diagonals 2.70, 5.40 angstrom, side 3.0187 angstrom
n = 20, N = 12, grid points 9648, sig = 0.30 eV = k_B * 3481 K
start: A = -789.35544 eV, mu = -3.1517 eV, c = 2.46919 eV
 i=5: eps -5.0688 eV, f 0.99833, L -0.00557 1/eV, R 3.65567 eV
      G -0.013227, finite diff -0.013227, without c -0.040753
 i=6: eps -3.6271 eV, f 0.82984, L -0.47070 1/eV, R 2.64455 eV
      G -0.165087, finite diff -0.165087, without c -2.489557
 i=7: eps -2.4779 eV, f 0.09568, L -0.28841 1/eV, R 2.12957 eV
      G 0.195896, finite diff 0.195896, without c -1.228373
 i=8: eps -2.3330 eV, f 0.06129, L -0.19177 1/eV, R 2.66216 eV
      G -0.074013, finite diff -0.074013, without c -1.021030
 i=9: eps -1.7217 eV, f 0.00844, L -0.02789 1/eV, R 1.82470 eV
      G 0.035945, finite diff 0.035945, without c -0.101769
 sum_k L_kk = -1.00571 1/eV
 pair (5,9): eps -5.0688, -1.7217 eV, f 0.99833, 0.00844
      L -0.29575 1/eV, H 0.98406 eV, G -0.582065, finite diff -0.582065
 dA/dkappa along H-eta: -2.597310 eV, finite diff -2.597310 eV
minimum: A = -790.12484 eV = -29.0365522 hartree
 E = -789.28241 eV, sig*S = 0.84243 eV, mu = -1.7088 eV
 eps 5..9 (eV): [-3.0837 -2.0709 -1.213  -0.7743 -0.6195]
 f 5..9: [0.98988 0.76981 0.16078 0.0425  0.02581]
 eps_1 = -46.567 eV; max|L| = 0.7099 1/eV, min|L| = 3.83e-65 1/eV
 stiff mode curvature 0.29442, finite diff 0.29442, without K 0.07811 1/eV
 lam_min = 0.9373, lam_max = 3.7691, 2/lam_max = 0.5306
 best kappa = 0.4250, rate = 0.6017; largest Hessian eigenvalue 2.6378 1/eV
 kappa = 0.95*2/lam_max: error ratio after 100 steps 8.25e-05
 kappa = 1.05*2/lam_max: error ratio after 100 steps 6.01e+02
start: A-A_min = 7.694e-01 eV, |R-cI| = 4.911e+00 eV
60 raw steps (length 1/Hess_max): A-A_min = 7.566e-03 eV, |R-cI| = 1.422e+00 eV
60 preconditioned steps: |A-A_min| = 9.7e-14 eV, |R-cI| = 2.1e-13 eV
```
